# When colliding Cattaneo cooling waves undershoot the wall temperature

## Question

I am modelling fast cooling of a thin aluminium film, as a first step towards transient heating of interconnects. The film starts at 400 K, and at \(t=0\) I set both faces to 300 K. Fourier's law lets the midplane respond at once, which seemed unphysical, so I added a relaxation time to the heat flux (the Cattaneo equation). Now the middle of the film drops below 300 K, although nothing in the problem is colder than that.

Is this a numerical error? If not, how can a model with finite propagation speed be less physical than Fourier's law, and what should I change?

## Answer

It need not be a numerical error. With suddenly imposed face temperatures, the exact solution of the Cattaneo equation takes the middle of a sufficiently thin film below 300 K; with the aluminium values used below, this includes every film thinner than about 5.7 nm. Thicker films undershoot too, but the undershoot guaranteed there lies close to a face and is exponentially small, so a clear dip in the middle of a much thicker film would point to the numerics. The relaxation time is not the sole cause: with a sufficiently weak thermal interface at the faces, the same equation stays between 300 K and 400 K.

### The model and its units

Take a rigid film \(0<x<L\) with constant heat capacity per volume \(C\), conductivity \(k\) and flux relaxation time \(\tau\). The heat flux \(q\) is positive towards \(+x\). Energy conservation and the Cattaneo law are

\[
C\,T_t=-q_x,\qquad \tau q_t+q=-kT_x .
\]

Initially \(T=T_0\) and \(q=0\). The faces are then held at \(T_w<T_0\). Define

\[
\Delta T=T_0-T_w,\quad \alpha=\frac kC,\quad c=\sqrt{\frac{\alpha}{\tau}},\quad u=\frac{T-T_w}{\Delta T},\quad j=\frac{q}{Cc\,\Delta T}.
\]

Measure time in \(\tau\) and length in \(c\tau=\sqrt{\alpha\tau}\), and let \(\ell=L/(c\tau)\). Since \(k=C\alpha=Cc^2\tau\), all coefficients become one:

\[
u_t=-j_x,\qquad j_t+j=-u_x. \tag{1}
\]

Differentiating the first equation in time and using the second gives \(u_{tt}=-j_{xt}=u_{xx}+j_x=u_{xx}-u_t\), so

\[
u_{tt}+u_t=u_{xx}.
\]

Disturbances travel at speed one, which is \(c\) in ordinary units. The initial state is \(u=1\), \(u_t=0\), the wall value is \(u=0\), and undershoot means \(u<0\).

### One cooling wave

First let a half space \(x>0\) have its face switched from \(u=1\) to \(u=0\). Call the temperature drop \(\theta=1-u\). It starts at rest from zero, so its Laplace transform in time obeys

\[
\hat\theta_{xx}=s(1+s)\hat\theta,\qquad \hat\theta(0,s)=\frac1s .
\]

The bounded solution is \(\hat\theta=e^{-\lambda x}/s\) with \(\lambda=\sqrt{s(1+s)}\).

To invert it, set \(p=s+\tfrac12\), so that \(\lambda^2=p^2-\tfrac14\). Consider

\[
G(x,t)=I_0(z/2)\ \text{ for } t>x,\qquad z=\sqrt{t^2-x^2},
\]

and \(G=0\) for \(t<x\), where \(I_0\) is a modified Bessel function. Because \(z_t^2-z_x^2=1\) and \(z_{tt}-z_{xx}=1/z\), Bessel's equation gives \(G_{tt}-G_{xx}=G/4\) behind the front. Differentiate \(\hat G=\int_x^\infty e^{-pt}G\,dt\) twice, using \(G=1\) at the front:

\[
\hat G_{xx}=pe^{-px}-e^{-px}G_x\big|_{t=x}+\int_x^\infty e^{-pt}G_{xx}\,dt .
\]

Replace \(G_{xx}\) by \(G_{tt}-G/4\) and integrate the time derivatives by parts:

\[
\int_x^\infty e^{-pt}G_{tt}\,dt=-e^{-px}G_t\big|_{t=x}-pe^{-px}+p^2\hat G .
\]

The terms \(pe^{-px}\) cancel. So do the derivatives at the front, because \(G\) is constant along it and hence \(G_x+G_t=0\) there. Thus \(\hat G_{xx}=\lambda^2\hat G\). At \(x=0\), the transform of \(I_0(t/2)\) is \(1/\sqrt{p^2-1/4}=1/\lambda\), as transforming its power series term by term shows. Hence \(\hat G=e^{-\lambda x}/\lambda\).

Now \(e^{-\lambda x}=-\partial_x\hat G\). Differentiating \(G\), including its step at \(t=x\), gives a delta function plus a tail. The shift from \(p\) back to \(s\) supplies a factor \(e^{-t/2}\), and division by \(s\) is integration over time. For \(t\ge x\),

\[
\theta(x,t)=e^{-x/2}+\frac x2\int_x^t e^{-s'/2}\,
\frac{I_1\!\left(\tfrac12\sqrt{s'^2-x^2}\right)}{\sqrt{s'^2-x^2}}\,ds' . \tag{2}
\]

The first term is the sharp front, which weakens as it travels. The second is positive and grows, so the metal keeps cooling after the front has passed.

The flux follows from (1): \((1+s)\hat j=\hat\theta_x=-\lambda e^{-\lambda x}/s\). Since \(\lambda^2=s(1+s)\), this is \(\hat j=-e^{-\lambda x}/\lambda\), or

\[
j(x,t)=-e^{-t/2}I_0(z/2). \tag{3}
\]

The minus sign means that heat leaves through the left face.

### Two waves in a film

Both faces are satisfied by a sum of images:

\[
1-u=\sum_{n=0}^{\infty}(-1)^n\left[\theta(x+n\ell,t)+\theta((n+1)\ell-x,t)\right]. \tag{4}
\]

At \(x=0\) the terms cancel in pairs except \(\theta(0,t)=1\), so \(u=0\) there. The other face follows by symmetry. At any finite time the sum is finite, because \(\theta=0\) ahead of a front.

The first fronts meet at the midplane at \(t=\ell/2\). Each has amplitude \(e^{-\ell/4}\), giving

\[
u_{\rm collision}=1-2e^{-\ell/4}.
\]

This is negative when \(\ell<4\ln2\), that is, when \(L<4\ln2\;c\tau\).

Until the reflected fronts return at \(t=3\ell/2\), the midplane has \(u=1-2\theta(\ell/2,t)\). It continues to fall because \(\theta\) grows. A film slightly too thick to undershoot at the collision can therefore do so later. The borderline for this first interval is \(2\theta(\ell/2,3\ell/2)=1\), whose numerical solution is \(\ell\approx5.67\). Up to \(\ell=2\pi\), every sine mode \(\sin(m\pi x/\ell)\) still oscillates in time, and the midplane can cross zero later, but only slightly. Summing the modes gives a minimum of about \(u=-7\times10^{-4}\) at \(\ell=5.8\) and \(-1\times10^{-4}\) at \(\ell=6.0\).

**Thicker films still undershoot near a face.** Take \(x\) small, at the moment the front from the far face arrives, \(t=\ell-x\). Then

\[
u=1-\theta(x,\ell-x)-e^{-(\ell-x)/2}.
\]

From (2), \(\theta\ge e^{-x/2}\), so \(1-\theta\le1-e^{-x/2}\le x/2\). Also \(e^{-(\ell-x)/2}\ge e^{-\ell/2}\). Therefore

\[
u\le \frac x2-e^{-\ell/2},
\]

which is negative for sufficiently small positive \(x\), whatever the thickness. As \(x\to0\), \(\theta\to1\), and the undershoot tends to \(\Delta T\,e^{-L/(2c\tau)}\).

### Numbers for your film

Use rough room-temperature values for aluminium: \(k=240\) W/(m K), \(C=2.4\times10^6\) J/(m³ K) and \(\tau=10\) fs. Then

\[
\alpha=\frac{240}{2.4\times10^6}=1.0\times10^{-4}\ \text{m}^2/\text{s},\qquad
c=\sqrt{\frac{10^{-4}}{10^{-14}}}=1.0\times10^5\ \text{m/s},
\]

and \(c\tau=1.0\) nm. Choose \(L=2\) nm, so \(\ell=2\). The fronts meet after 10 fs, and

\[
T=400-200\,e^{-1/2}=278.7\ \text{K}.
\]

Numerical integration of (2) gives \(\theta(1,3)=0.7108\). Just before the reflected fronts return at 30 fs, the midplane is at

\[
T=400-200(0.7108)=257.8\ \text{K}.
\]

For comparison, expanding the initial state in sine modes gives the Fourier midplane value

\[
u_F=\sum_{n=0}^{\infty}\frac{4(-1)^n}{\pi(2n+1)}\,e^{-(2n+1)^2\pi^2\alpha t/L^2}.
\]

It yields 310.8 K at 10 fs and 300.1 K at 30 fs. Fourier's law cools the middle early, but does not cross 300 K.

The reason is a maximum principle. For smooth data, suppose \(w=T+\varepsilon t\), with \(\varepsilon>0\), had its minimum inside the film at a time after the start. There \(w_t\le0\) and \(w_{xx}\ge0\), so \(w_t-\alpha w_{xx}\le0\). Fourier's equation makes that expression equal to \(\varepsilon>0\), a contradiction. Letting \(\varepsilon\to0\), and treating the sudden step as a limit of steep smooth ones, gives the bound. The Cattaneo equation has a second time derivative, so this argument does not apply: a falling temperature can overshoot, much as a moving mass passes its equilibrium point.

### Where the missing heat went

Energy is conserved; the film has simply lost too much of it. Until \(t=\ell\), each face passes the half-space flux (3) at \(x=0\). The mean temperature at that time is therefore

\[
\bar u=1-\frac2\ell\int_0^\ell e^{-t/2}I_0(t/2)\,dt .
\]

For your film this gives a mean of 265.3 K at 20 fs. The whole film, on average, is colder than its surroundings.

At 15 fs the front from the far face is at \(x=0.50\) nm. Equations (3) and (4), with the flux of the right-hand wave subtracted, give:

- at \(x=0.25\) nm, 309.1 K and \(q=-1.29\times10^{13}\) W/m²;
- at \(x=0.75\) nm, 271.6 K and \(q=-7.35\times10^{11}\) W/m².

Both fluxes point towards the left face. Heat therefore crosses the front from colder to warmer metal.

If entropy is assigned by local equilibrium, \(s_t=C T_t/T\), then

\[
s_t=-\frac{q_x}{T}=-\left(\frac qT\right)_x-\frac{qT_x}{T^2}.
\]

The last term is the entropy production. At the front \(T\) falls with \(x\) and \(q\) is negative on both sides, so this term is negative. The variable \(T\) in this solution cannot be read as an ordinary local-equilibrium temperature obeying the second law point by point.

### The face condition is part of the fault

Write the solution as two streams, \(r=u+j\) and \(l=u-j\). Adding and subtracting equations (1) gives

\[
r_t+r_x=-\frac{r-l}{2},\qquad l_t-l_x=\frac{r-l}{2}. \tag{5}
\]

The stream \(r\) moves right, \(l\) moves left, and each relaxes towards the other. Nothing in (5) creates a value outside the range of the streams already present.

A fixed temperature at the left face does. It requires \(u=(r+l)/2=0\), hence \(r=-l\). At the start \(l=1\), so the face must send in \(r=-1\). In your example that stream has a temperature of 200 K, although the wall is at 300 K. The wall temperature is right only as the average of an outgoing 400 K stream and an incoming 200 K stream. When the two cold streams meet in the middle, the average is no longer protected.

Now replace the fixed temperature by an interface of conductance \(h\) to a body held at \(T_w\). At the left face \(q=h(T_w-T)\). With \(b=h/(Cc)\), this reads \(j=-bu\), or

\[
r-l=-b(r+l)\quad\Longrightarrow\quad r=\beta l,\qquad \beta=\frac{1-b}{1+b}.
\]

At the right face the outward flux gives \(l=\beta r\) in the same way.

If \(b\le1\), then \(0\le\beta\le1\), and a stream in \([0,1]\) returns in \([0,1]\). Between the faces, integrating (5) along a path of \(r\) from time \(t_0\) gives

\[
r(t)=e^{-(t-t_0)/2}r(t_0)+\frac12\int_{t_0}^{t}e^{-(t-t')/2}\,l(t')\,dt'.
\]

The weights are positive and add to one, so this is an average. The same holds for \(l\). Solving these relations by iteration from \(r=l=1\) keeps every iterate in \([0,1]\), and so also the limit. Hence, for uniform initial temperature and zero initial flux,

\[
h\le Cc\quad\Longrightarrow\quad T_w\le T\le T_0\ \text{ for every thickness.}
\]

The condition is sufficient for any given film. It cannot be relaxed if it is to cover all thicknesses: for \(b>1\) and \(\ell\to0\), damping is negligible before the first collision, after which \(r=l=\beta\) and \(u=\beta<0\). For example, \(b=1.5\) gives \(\beta=-0.2\) in this limit. At \(\ell=0.2\) and \(t=0.2\), numerical inversion of the Laplace transform gives a midplane value \(u=-0.165\). The limit \(b\to\infty\) restores the fixed face temperature.

### What this means for a real film

For the values above, \(Cc=2.4\times10^{11}\) W/(m² K). A rough conductance for a good metal–metal contact is \(10^{10}\) W/(m² K), giving \(b=0.042\). For a metal–oxide contact, roughly \(2\times10^8\) W/(m² K), \(b=0.0008\). Both lie far inside the safe range, so putting either interface into your model removes the undershoot entirely.

It also changes the time scale. Suppose that the film is nearly uniform, that its electrons and lattice share one temperature, and that the bodies outside stay at \(T_w\). Then \(CL\,dT/dt=-2h(T-T_w)\), with decay time

\[
\frac{CL}{2h}=\frac{(2.4\times10^6)(2\times10^{-9})}{2\times10^{10}}\ \text{s}=240\ \text{fs}
\]

for the metal contact. Following the two streams numerically over these 240 fs, I find that the Cattaneo midplane differs from this exponential by at most 4.1 K. For the oxide contact the decay time is fifty times longer, 12 ps. Within this one-temperature model the interface, rather than \(\tau\), then controls the cooling.

A real film can cool more slowly. Electrons provide most of the conductance of a metal–metal contact, but the lattice stores nearly all of it. With an electron–lattice coupling \(g\approx2.5\times10^{17}\) W/(m³ K), the lattice passes heat to the electrons with a conductance per area of only \(gL=5\times10^8\) W/(m² K), against \(2h=2\times10^{10}\) W/(m² K) for the two faces. If only electrons cross the contact, the film therefore needs about \(C/g\approx10\) ps to cool, not 240 fs. Phonons cross as well, and in so thin a film they compete with \(gL\). A phonon conductance of \(1\times10^8\) to \(3\times10^8\) W/(m² K) per face shortens the time to about 7 to 4 ps, with electrons carrying about 70% to 45% of the heat. An oxide outside the film also warms up, which makes the cooling slower than the 12 ps estimate.

The 2 nm example is also outside the range where its material model can be trusted:

- A free-electron estimate with \(1.8\times10^{29}\) electrons per m³ gives a Fermi speed \(v_F=2.02\times10^6\) m/s. The mean free path \(v_F\tau\) is 20 nm, ten times the film thickness. Electrons can cross the film without a collision, and they move 20 times faster than the Cattaneo front, so \(c\) is not a physical speed limit here.
- The electronic heat capacity at 300 K is \(C_e=2.7\times10^4\) J/(m³ K) in the same estimate. With a rough electron–lattice coupling of \(2.5\times10^{17}\) W/(m³ K), the electrons need about 110 fs to exchange heat with the lattice. The lowest temperature occurs at 30 fs, before a single temperature with the full \(C\) is justified.
- A Debye temperature of roughly 430 K implies a shortest vibration period of about 110 fs, also longer than the whole event.
- The kinetic relation \(k=C_ev_F^2\tau/3\) gives \(\tau=6.5\) fs instead of 10 fs. Then \(c\tau\) is about 0.8 nm, \(\ell\) is about 2.5, and the collision temperature moves from 279 K to a little above 290 K.

The mismatch is not peculiar to the chosen \(\tau\). With that kinetic relation, \(c^2=k/(C\tau)=C_ev_F^2/(3C)\), so

\[
\frac{c\tau}{v_F\tau}=\sqrt{\frac{C_e}{3C}}\approx0.06 .
\]

The midplane borderline \(L=5.67\,c\tau\) is then only about 0.35 mean free paths. In this estimate, the films with a midplane undershoot in the first interval are those in which a local heat-flux law is least justified.

For a 20 nm film, nearer to the size of a narrow interconnect, the original parameters give a near-face limit of \(100\,e^{-10}\) K, or 4.5 mK. When the front arrives, this undershoot is confined to within about \(4\times10^{-4}\) nm of the face, far less than an atomic spacing. It is negligible for design, and it is a feature of the equation rather than a prediction about aluminium.

### What to change

Replace the fixed face temperatures by interface conductances and check \(h\le Cc\). If the cooling time is much longer than both \(\tau\) and \(C/g\approx10\) ps, and the film is much thicker than the mean free path, Fourier's law with those interfaces is the simpler choice. Where the surroundings warm up, as oxide around an interconnect does, solve the heat equation there too instead of holding them at \(T_w\). If you need the first tens of femtoseconds in a 2 nm film, adding \(\tau\) is not enough: the model must follow electron transport between the faces and treat electrons and lattice separately.

All numerical values are calculated from the stated model.
